# Laser Damping and the K Factor from Linearised Rate Equations

## 1. Whether to keep gain compression

A calculation of how fast a semiconductor laser can be modulated begins with a choice: may the dependence of gain on photon density be dropped? In the laser treated below it lowers the gain at a given carrier density by about 2% at 10 mW per facet, which looks negligible. Yet dropping it changes the coefficient that sets the damping from 0.28 ns to 0.09 ns. The coefficient is the K factor,

$$K=4\pi^2\left(\tau_p+\frac{\varepsilon}{v a_0}\right),\qquad \gamma\simeq\gamma_N+K f_R^2 .$$

Here $\gamma$ is the damping rate, $f_R$ the resonance frequency, $\tau_p$ the photon lifetime, $\varepsilon$ the gain compression factor, $v$ the group velocity and $a_0$ the differential gain. The factor $4\pi^2$ multiplies both terms.

## 2. The model

Let $N$ be the carrier density in the active region, of volume $V$, and $S$ the number of photons divided by the mode volume $V_p$. The confinement factor is $\Gamma=V/V_p$. With gain $g$ per unit length, stimulated emission removes $vgS$ carriers per unit active volume and time. Each event makes one photon, so the photon density grows at $(V/V_p)vgS=\Gamma vgS$. Hence

$$\frac{dN}{dt}=J-R(N)-vgS,\qquad \frac{dS}{dt}=\Gamma vgS-\frac{S}{\tau_p}.$$

$J$ is the pump rate per unit active volume and $R(N)$ the recombination rate without stimulated emission. The gain is

$$g(N,S)=\frac{g_0(N)}{1+\varepsilon S},\qquad a_0=\frac{dg_0}{dN}.$$

The model assumes one mode, uniform densities, constant temperature, carriers that reach the wells without delay, no spontaneous emission into the mode, and compression that follows $S$ instantly.

Above threshold $S\neq0$, and the steady photon equation gives

$$\Gamma vg=\frac1{\tau_p}. \tag{1}$$

The compressed gain is therefore pinned at $g_{th}=1/(\Gamma v\tau_p)$. The uncompressed gain must rise to $g_0=g_{th}(1+\varepsilon S)$, so the carrier density creeps up with power.

## 3. The two gain slopes

A small change of gain is $\delta g=a\,\delta N-a_p\,\delta S$, where

$$a=\frac{\partial g}{\partial N}=\frac{a_0}{1+\varepsilon S},\qquad
a_p=-\frac{\partial g}{\partial S}=\frac{\varepsilon g_0}{(1+\varepsilon S)^2}=\frac{\varepsilon g}{1+\varepsilon S}.$$

In the ratio the factors $1+\varepsilon S$ cancel. With (1),

$$\frac{\Gamma a_p}{a}=\frac{\varepsilon\Gamma g}{a_0}=\frac{\varepsilon}{v\tau_p a_0}=\frac{\tau_c}{\tau_p},\qquad \tau_c=\frac{\varepsilon}{v a_0}. \tag{2}$$

The compression time $\tau_c$ measures compression against differential gain. It is not the response time of the compression, which has been set to zero. The slope in $\tau_c$ is the uncompressed $a_0$, taken at the operating carrier density.

## 4. Linearisation

Put $N\to N+n$ and $S\to S+s$ and keep first-order terms. The stimulated rate changes by

$$\delta(vgS)=vaS\,n+(vg-va_pS)\,s .$$

With $\gamma_N=dR/dN$, the carrier equation becomes

$$\frac{dn}{dt}=-(\gamma_N+vaS)\,n-(vg-va_pS)\,s .$$

In the photon equation the terms $\Gamma vg\,s$ and $-s/\tau_p$ cancel by (1), leaving

$$\frac{ds}{dt}=\Gamma vaS\,n-\Gamma va_pS\,s .$$

Name the positive coefficients

$$\gamma_{NN}=\gamma_N+vaS,\quad \gamma_{NP}=vg-va_pS,\quad \gamma_{PN}=\Gamma vaS,\quad \gamma_{PP}=\Gamma va_pS .$$

($\gamma_{NP}$ is positive because $a_pS=g\,\varepsilon S/(1+\varepsilon S)<g$.) For disturbances proportional to $e^{\lambda t}$, the two equations have a non-zero solution when

$$(\lambda+\gamma_{NN})(\lambda+\gamma_{PP})+\gamma_{NP}\gamma_{PN}=0 .$$

The plus sign arises because extra photons deplete carriers while extra carriers create photons. Multiplying out gives $\lambda^2+\gamma\lambda+\omega_R^2=0$, with

$$\gamma=\gamma_{NN}+\gamma_{PP},\qquad \omega_R^2=\gamma_{NP}\gamma_{PN}+\gamma_{NN}\gamma_{PP}.$$

The roots are $\lambda=-\gamma/2\pm i\sqrt{\omega_R^2-\gamma^2/4}$. When the roots are complex, the disturbances $n$ and $s$ thus decay as $e^{-\gamma t/2}$, and their squares as $e^{-\gamma t}$. The excess optical energy is proportional to $s$ itself, so it decays at the rate $\gamma/2$.

## 5. Damping against resonance frequency

First the resonance. The two products are

$$\gamma_{NP}\gamma_{PN}=(\Gamma vg)\,vaS-\Gamma v^2aa_pS^2,$$

$$\gamma_{NN}\gamma_{PP}=\gamma_N\Gamma va_pS+\Gamma v^2aa_pS^2 .$$

The terms in $S^2$ cancel in the sum. Use (1) in the first product and $\Gamma va_pS=vaS\,\tau_c/\tau_p$, from (2), in the second:

$$\omega_R^2=\frac{vaS}{\tau_p}\,(1+\gamma_N\tau_c). \tag{3}$$

The damping follows from the same substitution:

$$\gamma=\gamma_N+vaS+vaS\frac{\tau_c}{\tau_p}
=\gamma_N+vaS\,\frac{\tau_p+\tau_c}{\tau_p}. \tag{4}$$

Equation (3) gives $vaS=\omega_R^2\tau_p/(1+\gamma_N\tau_c)$. Inserted in (4),

$$\gamma=\gamma_N+\omega_R^2\,\frac{\tau_p+\tau_c}{1+\gamma_N\tau_c}. \tag{5}$$

No expansion in $\varepsilon S$ has been made, so (5) holds at any compression within this model. With $\omega_R=2\pi f_R$, the coefficient of $f_R^2$ is

$$K_{\rm full}=\frac{4\pi^2(\tau_p+\tau_c)}{1+\gamma_N\tau_c}\;\longrightarrow\;K=4\pi^2(\tau_p+\tau_c)\quad\text{for }\gamma_N\tau_c\ll1,$$

which is the stated result.

**Where weak compression matters.** If $K$ is to be one number over a range of powers, then $a_0$ and $\gamma_N$ must not drift. Both depend on $N$, and $N$ rises with $\varepsilon S$. Weak compression, $\varepsilon S\ll1$, keeps that drift small.

**What the two terms mean.** Without compression, $\tau_c=0$ and $K=4\pi^2\tau_p$. The damping then comes from carriers alone: a surplus of carriers raises stimulated emission, which removes the surplus at the rate $vaS$. Compression adds a restoring force on the photons themselves, since a surplus of photons lowers its own gain. Its rate is

$$\gamma_{PP}=\Gamma vg\,\frac{\varepsilon S}{1+\varepsilon S}=\frac1{\tau_p}\,\frac{\varepsilon S}{1+\varepsilon S}.$$

A compression of 2% thus contributes 2% of the photon loss rate $1/\tau_p$. That loss rate is so large that the small fraction can dominate the damping.

## 6. Three conventions that change the number

**Photon density.** If photons are counted per active volume, the density is $S_a=S/\Gamma$. The gain reduction is the same physical quantity, so $\varepsilon_aS_a=\varepsilon S$. Then $\varepsilon_a=\Gamma\varepsilon$ and

$$\tau_c=\frac{\varepsilon_a}{\Gamma va_0}.$$

Using $\varepsilon_a$ in the formula meant for $\varepsilon$ makes the compression term too small by the factor $\Gamma$.

**Compression law.** Suppose instead that $g=g_0(1-\varepsilon S)$, and write $u=1-\varepsilon S$. Then $a=a_0u$ and $a_p=\varepsilon g_0=\varepsilon g/u$, so

$$\frac{\Gamma a_p}{a}=\frac{\varepsilon\Gamma g}{a_0u^2}=\frac{\tau_c}{\tau_p u^2}.$$

Sections 4 and 5 used the compression law through this ratio alone, so (5) still holds with $\tau_c$ replaced by $\tau_c/u^2\simeq\tau_c(1+2\varepsilon S)$. The two laws give the same $K$ when $\varepsilon S\ll1$.

**Resonance frequency.** The $f_R$ in $K$ is defined by $\omega_R^2$, the constant term of the characteristic equation. The ringing frequency is lower,

$$f_{\rm ring}^2=f_R^2-\frac{\gamma^2}{16\pi^2},$$

and the peak of the modulation response, found next, is lower still.

## 7. Modulation response and the bandwidth limit

Add a small pump modulation $je^{i\omega t}$. The linear equations become

$$(i\omega+\gamma_{NN})n+\gamma_{NP}s=j,\qquad (i\omega+\gamma_{PP})s=\gamma_{PN}n .$$

Eliminating $n$ gives

$$s=\frac{\gamma_{PN}\,j}{\omega_R^2-\omega^2+i\omega\gamma},$$

and division by the value at $\omega=0$ gives the normalised response

$$H=\frac{\omega_R^2}{\omega_R^2-\omega^2+i\omega\gamma}.$$

Write $x=f^2$ and $r=f_R^2$. Then

$$|H|^2=\frac{r^2}{(r-x)^2+x\gamma^2/4\pi^2}.$$

The peak lies where the denominator is least: $-2(r-x)+\gamma^2/4\pi^2=0$, or $f_{\rm peak}^2=f_R^2-\gamma^2/8\pi^2$, provided this is positive.

The 3 dB bandwidth is set by $|H|^2=1/2$, that is $(r-x)^2+x\gamma^2/4\pi^2=2r^2$. Keep the power-dependent damping alone, $\gamma=Kr$, and put $k=K^2/4\pi^2$:

$$x^2-2rx+kxr^2-r^2=0. \tag{6}$$

The product of the roots is $-r^2$, so there is one positive root $x(r)$. At a stationary point $dx/dr=0$, and differentiating (6) with respect to $r$ gives

$$-2x+2kxr-2r=0\quad\Rightarrow\quad kxr=x+r .$$

Insert $kxr^2=rx+r^2$ in (6). What remains is $x^2-rx=0$, so $x=r$. Then $kr^2=2r$, or $r=2/k$, and

$$f_{3\rm dB}^{\max}=f_R=\frac{2\pi\sqrt2}{K}. \tag{7}$$

This is a maximum. For small $r$ the root tends to zero, for large $r$ it tends to $1/k$, and the one stationary value, $2/k$, exceeds both. At fixed $f_R$ and fixed coefficient of $f_R^2$, adding $\gamma_N$ lowers $|H|$ at every non-zero frequency, so equation (7) is an upper bound when that coefficient is constant and is taken as $K_{\rm full}$. With the slightly larger $K=4\pi^2(\tau_p+\tau_c)$ it is an estimate that can be exceeded by a little: for the laser of Section 8 with $a_0$ and $\gamma_N$ held at their threshold values, the largest bandwidth is 31.8 GHz, against 31.7 GHz from (7). Whether a device can reach the required $f_R$ is a separate question.

## 8. A 1310 nm laser

Take an InGaAsP/InP multi-quantum-well Fabry–Perot laser, treated as if it ran in one mode. All parameters are rough typical values. The cavity is 300 µm long, with facet reflectivity 0.30, internal loss 15 cm⁻¹, group index 3.7 and $\Gamma=0.06$. The compression factor is $\varepsilon=2\times10^{-17}$ cm³ per mode volume. The gain is logarithmic,

$$g_0=g_c\ln(N/N_{tr}),\qquad a_0=g_c/N,$$

with $g_c=1500$ cm⁻¹ and $N_{tr}=1.6\times10^{18}$ cm⁻³.

The mirror loss is $\ln(1/0.30)/(0.03\ {\rm cm})=40.1$ cm⁻¹, so the total loss is 55.1 cm⁻¹. With $v=8.10\times10^9$ cm/s,

$$\tau_p=\frac{1}{8.10\times10^9\times55.1}\ {\rm s}=2.24\ {\rm ps}.$$

The threshold gain is $55.1/0.06=919$ cm⁻¹. Hence $N_{th}=N_{tr}e^{919/1500}=2.95\times10^{18}$ cm⁻³ and $a_0=5.08\times10^{-16}$ cm². Then

$$\tau_c=\frac{2\times10^{-17}}{8.10\times10^9\times5.08\times10^{-16}}\ {\rm s}=4.86\ {\rm ps},$$

$$K=39.5\times(2.24+4.86)\ {\rm ps}=0.280\ {\rm ns}.$$

The photon lifetime supplies 0.088 ns and compression 0.192 ns. At threshold $\gamma_N=1.475$ ns⁻¹, so $\gamma_N\tau_c=0.007$, and dropping it costs 0.7% of $K$.

**Damping at 10 mW per facet.** Here $\varepsilon S=0.0225$ and $f_R=7.14$ GHz. The compression term is $\gamma_{PP}=(0.0225/1.0225)/(2.24\ {\rm ps})=9.8$ ns⁻¹. The carrier term is $vaS\simeq\omega_R^2\tau_p=4.5$ ns⁻¹. With $\gamma_N\simeq1.5$ ns⁻¹ the sum is 15.8 ns⁻¹, of which compression supplies more than half.

**A test in time.** The nonlinear rate equations were integrated after a relative kick of $10^{-6}$ in carrier density, and $\gamma$ and $f_R$ were read from the ringing. At 10 mW this gave $\gamma=15.82$ ns⁻¹ and a ringing frequency of 7.03 GHz, below $f_R$ as Section 6 requires. The ratio $(\gamma-\gamma_N)/f_R^2$ rose from 0.2787 ns at 2 mW to 0.2808 ns at 10 mW. At all five powers tried it agreed with $K_{\rm full}$, evaluated at the operating carrier density, within 0.1%. With $\varepsilon=0$ it fell to 0.0884 ns, the photon-lifetime term.

**Why the ratio drifts.** The steady state requires $\ln(N/N_{tr})=(1+\varepsilon S)g_{th}/g_c$, so

$$N=N_{th}\,e^{\varepsilon S g_{th}/g_c}.$$

At 10 mW the exponent is $0.0225\times0.613=0.014$. The slope $a_0=g_c/N$ is thus 1.4% lower and $\tau_c$ 1.4% higher than at threshold. A straight line through $\gamma$ against $f_R^2$ gives $K=0.282$ ns, slightly above each local ratio, because its slope also contains the growth of that ratio and of $\gamma_N$. The same upward curvature puts the intercept, 1.44 ns⁻¹, below $\gamma_N$ at threshold.

## 9. Does a shorter photon lifetime reduce K?

At fixed $a_0$ it does. At fixed gain medium $a_0$ is not fixed: more mirror loss demands more carriers, and logarithmic gain is flatter there. Hold $\Gamma$, $\varepsilon$, $g_c$ and $N_{tr}$ fixed and define $\tau_g=1/(\Gamma vg_c)=1.37$ ps. Then $g_{th}/g_c=\tau_g/\tau_p$, and near threshold

$$\tau_c=\frac{\varepsilon N_{tr}}{vg_c}\,e^{\tau_g/\tau_p},\qquad
\frac{dK}{d\tau_p}=4\pi^2\left(1-\frac{\tau_c\tau_g}{\tau_p^2}\right).$$

As $\tau_p$ grows, the subtracted term falls steadily, so $K$ has a single minimum, at $\tau_p^2=\tau_c\tau_g$. The prefactor of the exponential is 2.63 ps, and the condition is met at $\tau_p\simeq2.5$ ps, where $K\simeq0.279$ ns. The example lies close to this flat minimum. Halving its photon lifetime to 1.12 ps would raise $\tau_c$ to about 9.0 ps and $K$ to about 0.40 ns; there $\gamma_N\tau_c\simeq0.035$, so $K_{\rm full}$ is 0.385 ns. In this gain model, and as long as $\gamma_N\tau_c\ll1$, faster photon escape lowers the near-threshold value of $K$ only while $\tau_p^2>\tau_c\tau_g$. ($K_{\rm full}$ turns down again below $\tau_p\simeq0.6$ ps, but only at carrier densities above $10^{19}$ cm⁻³.)

## 10. The bandwidth limit and what prevents it

Equation (7) gives $8.89/(0.280\ {\rm ns})=31.7$ GHz. At 10 mW the bandwidth is 10.9 GHz, so damping is not yet the main restriction. The limit requires $f_R=31.7$ GHz. The rate equations do not reach it for $\varepsilon S$ up to 2, where the carrier density is already about $10^{19}$ cm⁻³. Neglecting $\gamma_N\tau_c$ in (3),

$$\omega_R^2\simeq\frac{va_0S}{\tau_p(1+\varepsilon S)} .$$

If $a_0$ were constant, this would saturate at $1/(\tau_p\tau_c)$, or $f_R=48$ GHz. With logarithmic gain $a_0$ falls as well. Put $y=\varepsilon S$ and $b=g_{th}/g_c=0.613$. With $\tau_c$ at its threshold value,

$$\omega_R^2\simeq\frac{1}{\tau_p\tau_c}\,\frac{y\,e^{-by}}{1+y}.$$

Setting the derivative of the logarithm to zero gives $1/[y(1+y)]=b$, so $y=0.87$. The last fraction is then 0.27, and $f_R\simeq48\sqrt{0.27}\simeq25$ GHz. In the range $\varepsilon S\le2$ the full rate equations give a largest $f_R$ of 25.6 GHz.

Their largest bandwidth in the same range is 26.2 GHz, at $\varepsilon S=0.36$, 158 mW per facet and 587 mA. Compression is no longer weak there, and the fall of $a_0$ has raised the local $K$ to 0.323 ns, for which (7) gives 27.5 GHz. This growth of $K$ accounts for most of the shortfall: with the same $f_R$ but $K$ held at 0.280 ns, the largest bandwidth would be 30.0 GHz. The estimated heating is 98 K, for a thermal resistance of 50 K/W, a series resistance of 5 Ω and a junction voltage equal to the photon energy divided by the electron charge. Heating was not fed back into the gain, so 26 GHz is a property of the equations and not a forecast for the device.

## 11. The model beside a real device

The chosen parameters are only rough, and $K$ is sensitive to them. Since $\tau_c$ is proportional to $\varepsilon$, a factor of two in $\varepsilon$ moves $K$ by 0.19 ns upward or 0.10 ns downward. The values of $\Gamma$, $g_c$ and $N_{tr}$ matter too, because they set the threshold density and with it $a_0$. Of the broken assumptions whose effect on $K$ was computed, carrier transport matters most for the times chosen below. Carriers first enter the barriers and then fall into the wells. With a rough capture time of 10 ps and escape time of 100 ps, the linearised equations with a barrier population give a fitted $K$ of 0.333 ns, against 0.282 ns without it: an increase of 18%. The size depends strongly on these times: it is 2% for 2 ps and 100 ps, 4% for 10 ps and 500 ps, and 41% for 20 ps and 100 ps. Here $\gamma$ and $f_R$ are taken from the oscillating pair of eigenvalues; a fit to a measured modulation response need not give the same increase.

The other effects are smaller than 18% at these powers. Spontaneous emission into the mode, with a fraction $10^{-4}$ of radiative recombination, changes the fitted $K$ by about 0.1%. It adds a photon damping inversely proportional to $S$, so it matters most near threshold. Heating at 10 mW is about 1.6 K. If only the transparency density changes, in proportion to absolute temperature, the local value of $K$ at 10 mW rises by 0.001 ns. The linear compression law, at the same $S$ and $a_0$, raises the local value of $K$ at 10 mW by 0.009 ns, or 3%.

The assumption of one mode was not tested: a Fabry–Perot laser can run in several modes at once, which share the same carriers, and the effect of this on $K$ was not computed. Two further effects are sized without a corrected $K$. The photon density at the facets is 1.19 times that in the middle of the cavity, so the assumption of uniform densities is approximate. Driven by a current source, a parasitic capacitance of 3 pF with 5 Ω gives an electrical cutoff of 10.6 GHz, close to the 10 mW bandwidth. If the change of junction voltage with carrier density is neglected, the capacitance acts as a linear filter ahead of the active region: it multiplies $H$ and leaves $\gamma$ unchanged. Its response must then be divided out before $\gamma$ is fitted to a measured response. The neglect is not free: if the junction voltage $V_j$ follows the carrier density with $dV_j/d\ln N$ between 0.05 and 0.12 V, the capacitance couples to the carriers and raises the $K$ fitted from the oscillating eigenvalues by about 2 to 6%. The full set of values is in the numerical output below.

## Numbers as computed

```
wavelength 1310 nm, group index 3.7
cavity length 300 um, width 2 um, total well thickness 36 nm
facet reflectivity 0.30, confinement 0.06
internal loss 15.0 /cm, mirror loss 40.1 /cm
gain coefficient 1500 /cm, transparency 1.60e+18 cm^-3
compression factor eps 2.0e-17 cm^3 (per mode volume)
same factor per active volume 1.2e-18 cm^3
A 1e+08 /s, B 1e-10 cm^3/s, C 3e-29 cm^6/s
injection efficiency 0.80
group velocity 8.102e+09 cm/s
threshold density 2.952e+18 cm^-3, current 8.39 mA
differential gain a0 at threshold 5.081e-16 cm^2
photon lifetime tau_p 2.239 ps
compression time tau_c 4.858 ps
gamma_N at threshold 1.475 /ns
gamma_N*tau_c 0.00717
K formula 0.2802 ns
K photon-lifetime part 0.0884 ns
K compression part 0.1918 ns
K_full at threshold 0.2782 ns
ring-down: facet mW, current mA, eps*S, f_R GHz, ringing GHz,
           gamma /ns, (gamma-gamma_N)/f_R^2 ns
     2   15.70 0.0045 3.240 3.221 4.406 0.2787
     4   23.01 0.0090 4.565 4.528 7.306 0.2792
     6   30.32 0.0135 5.571 5.512 10.175 0.2797
     8   37.63 0.0180 6.410 6.326 13.014 0.2802
    10   44.94 0.0225 7.141 7.029 15.823 0.2808
straight-line fit: K 0.2819 ns, offset 1.437 /ns
ring-down K with eps = 0: 0.0884 ns
3 dB bandwidth at 10 mW 10.85 GHz
K-limited bandwidth 31.72 GHz
largest bandwidth of rate equations 26.19 GHz
  there f_R 22.30 GHz, eps*S 0.356
  there facet power 158 mW, current 587 mA
  there estimated heating 98 K
largest f_R of rate equations 25.58 GHz
spontaneous factor 1e-04: fitted K 0.2815 ns
capture 10 ps, escape 100 ps: fitted K 0.3329 ns
thermal resistance 50 K/W, series 5 ohm
heating at 10 mW 1.63 K, K shift 0.00106 ns
linear compression law at 10 mW: K shift 0.0091 ns
photon density end/middle of cavity 1.187
parasitic cutoff with 3 pF 10.6 GHz
```
